\section*{From Λ-S to ω-ω coupling in a π² shell}

\section*{The six states and their repulsion}

\textbf{Q:} The ground term of O$_2$, S$_2$, Se$_2$ and Te$_2$ is $^3\Sigma^-$. It has $\Lambda=0$, so there is no orbital moment along the axis for the spin to couple to. Why should spin-orbit coupling split it at all?

\textbf{A:} To first order it does not. To see what happens next we need all the states of the configuration, so let us count them. Two electrons occupy an antibonding $\pi$ shell outside closed shells. The orbitals are
\begin{equation}
\pi_\pm=\frac{x\pm i y}{\sqrt2},\qquad l_z\pi_\pm=\pm\pi_\pm ,
\end{equation}
where $x$ and $y$ denote the real orbitals $\pi_x$ and $\pi_y$. I use atomic units in the formulas. With spin, $\omega=\lambda+\sigma$ takes the values $3/2$ for $\pi_+\alpha$, $1/2$ for $\pi_+\beta$, $-1/2$ for $\pi_-\alpha$ and $-3/2$ for $\pi_-\beta$. Four spin-orbitals give six determinants:
\begin{align}
\Omega=\pm2:&\quad |\pi_+\alpha\,\pi_+\beta|,\quad |\pi_-\alpha\,\pi_-\beta|,\\
\Omega=\pm1:&\quad |\pi_+\alpha\,\pi_-\alpha|,\quad |\pi_+\beta\,\pi_-\beta|,\\
\Omega=0:&\quad D_1=|\pi_+\alpha\,\pi_-\beta|,\quad D_2=|\pi_+\beta\,\pi_-\alpha| .
\end{align}
The closed shells add the same energy to all six, and I drop it.

\textbf{Q:} How many repulsion integrals do you need?

\textbf{A:} Two. The densities $|\pi_+|^2$ and $|\pi_-|^2$ are both $(x^2+y^2)/2$, so every Coulomb integral has one value $J$. The exchange integral is
\begin{equation}
K=(\pi_+\pi_-|\pi_-\pi_+)=\iint \frac{\pi_+^*(1)\pi_-(1)\,\pi_-^*(2)\pi_+(2)}{r_{12}}\,d1\,d2 .
\end{equation}
Since $\pi_+^*\pi_-=(x-iy)^2/2=(xx-yy-2i\,xy)/2$, and the second density is its complex conjugate, the cross terms cancel and
\begin{equation}
K=\tfrac14(xx-yy|xx-yy)+(xy|xy).
\end{equation}
Rotate the orbitals by $45^\circ$: $x'=(x+y)/\sqrt2$, $y'=(y-x)/\sqrt2$. Then $x'y'=(yy-xx)/2$. Axial symmetry requires $(x'y'|x'y')=(xy|xy)$, so the first term equals the second and
\begin{equation}
K=2(xy|xy)>0 .
\end{equation}
It is positive because it is the electrostatic self-energy of a real charge distribution.

\textbf{Q:} And the energies without spin-orbit coupling?

\textbf{A:} For determinants of spin-orbitals,
\begin{equation}
\langle |ab|\,|r_{12}^{-1}|\,|cd|\rangle=(ac|bd)-(ad|bc),
\end{equation}
where each factor requires equal spins. For $\Omega=\pm2$ the spins are opposite and the energy is $J$. For $\Omega=\pm1$ they are parallel and it is $J-K$. Both $D_1$ and $D_2$ have diagonal energy $J$. Between them the direct term vanishes, because $\pi_+\alpha$ and $\pi_+\beta$ have different spins, while the second term survives with its minus sign:
\begin{equation}
\langle D_1|r_{12}^{-1}|D_2\rangle=-(\pi_+\pi_-|\pi_-\pi_+)=-K .
\end{equation}
The $\Omega=0$ eigenstates are therefore
\begin{equation}
T=\frac{D_1+D_2}{\sqrt2},\quad E=J-K;\qquad
S=\frac{D_1-D_2}{\sqrt2},\quad E=J+K .
\end{equation}
Lowering the spin of $|\pi_+\alpha\,\pi_-\alpha|$ gives $D_2+D_1$, so $T$ is the third component of the triplet. In Λ-S language, $^3\Sigma^-$ lies at $J-K$, $^1\Delta$ at $J$ and $^1\Sigma^+$ at $J+K$. The equal spacing belongs to this single configuration; correlation can change it.

\section*{Which states may mix}

\textbf{Q:} You want $T$ to mix with $S$. But one is $\Sigma^-$ and the other is $\Sigma^+$. They have opposite reflection symmetry.

\textbf{A:} Their spatial parts do. Spin-orbit coupling is invariant only when space and spin are reflected together. Write out the determinants:
\begin{align}
T&=\tfrac12\bigl[\pi_+(1)\pi_-(2)-\pi_-(1)\pi_+(2)\bigr](\alpha\beta+\beta\alpha),\\
S&=\tfrac12\bigl[\pi_+(1)\pi_-(2)+\pi_-(1)\pi_+(2)\bigr](\alpha\beta-\beta\alpha).
\end{align}
Reflection in the $xz$ plane changes $y$ to $-y$ and so exchanges $\pi_+$ and $\pi_-$. The spatial factor is $-1$ for $T$ and $+1$ for $S$.

A reflection is an inversion followed by a half-turn about the normal to the plane. Inversion leaves spin alone; the half-turn about $y$ takes $\alpha\to\beta$ and $\beta\to-\alpha$. Hence
\begin{align}
\alpha\beta+\beta\alpha&\to-\beta\alpha-\alpha\beta=-(\alpha\beta+\beta\alpha),\\
\alpha\beta-\beta\alpha&\to-\beta\alpha+\alpha\beta=+(\alpha\beta-\beta\alpha).
\end{align}
The total factors are $(-1)(-1)=+1$ for $T$ and $(+1)(+1)=+1$ for $S$. Both are $0^+$.

\textbf{Q:} Does a reflection sign make sense with half-integer spin?

\textbf{A:} Not for one electron: applying the half-turn twice gives $-1$ on a single spin, so the eigenvalues are $\pm i$. For two electrons the two signs multiply to $+1$, and the eigenvalues are $\pm1$. Time reversal gives a second view. With $\alpha\to\beta$, $\beta\to-\alpha$ and complex conjugation, it turns $\pi_+\alpha$ into $\pi_-\beta$, and $\pi_-\beta$ into $-\pi_+\alpha$. These two form the Kramers pair with $|\omega|=3/2$, and $D_1$ is that pair doubly filled. In the same way $D_2$ is the filled pair with $|\omega|=1/2$. Each determinant goes into itself under time reversal, the sign from the spinor being cancelled by the exchange of columns. The element $-K$ moves both electrons from one Kramers pair to the other.

\section*{The spin-orbit matrix}

\textbf{Q:} Symmetry permits the coupling. What is its size?

\textbf{A:} Take an effective one-electron spin-orbit operator. Its transverse part contains $l_\pm$, which changes $\lambda$ by one and leads from $\lambda=\pm1$ to $0$ or $\pm2$, outside the shell. Within the shell there remains
\begin{equation}
h_{\rm so}=a\,l_zs_z ,
\end{equation}
with energies $+a/2$ for $|\omega|=3/2$ and $-a/2$ for $|\omega|=1/2$. So $a$ is the separation $\pi_{3/2}-\pi_{1/2}$, taken positive. I also assume that both Kramers pairs share one spatial orbital, so that one $K$ serves throughout.

Summing over two electrons gives $+a$ for $D_1$ and $-a$ for $D_2$. It gives $a/2-a/2=0$ for each determinant with $\Omega=\pm1$ or $\pm2$. Therefore
\begin{align}
\langle T|H_{\rm so}|T\rangle&=\tfrac12(a-a)=0,\qquad
\langle S|H_{\rm so}|S\rangle=\tfrac12(a-a)=0,\\
\langle T|H_{\rm so}|S\rangle&=\tfrac12\bigl[a-(-a)\bigr]=a .
\end{align}
The first-order shift you doubted is indeed absent. What remains is one coupling, between the two $0^+$ states.

\textbf{Q:} Then what is the splitting of the triplet?

\textbf{A:} In the basis $(T,S)$,
\begin{equation}
H=\begin{pmatrix}J-K&a\\ a&J+K\end{pmatrix},\qquad
(E-J)^2-K^2-a^2=0 ,
\end{equation}
so that $E(0^+)=J\mp\sqrt{K^2+a^2}$. The $\Omega=\pm1$ components stay at $J-K$. Their distance above the lower $0^+$ state is
\begin{equation}
\boxed{D=E(1)-E(0^+)=\sqrt{K^2+a^2}-K .}
\end{equation}
Thus $0^+$ lies below $1$ in this model, whatever the sign of $a$, because $a$ enters squared.

\textbf{Q:} That is not a second-order formula.

\textbf{A:} It contains one. For $a\ll K$,
\begin{equation}
D=K\left[\sqrt{1+\frac{a^2}{K^2}}-1\right]
=\frac{a^2}{2K}-\frac{a^4}{8K^3}+\cdots .
\end{equation}
The leading term is the squared coupling $a^2$ divided by the gap $2K$ between $^1\Sigma^+$ and $^3\Sigma^-$. To see how far it can be trusted, multiply and divide $D$ by $\sqrt{K^2+a^2}+K$, which gives $D=a^2/(\sqrt{K^2+a^2}+K)$. Hence
\begin{equation}
\frac{a^2/(2K)}{D}=\frac12\left[1+\sqrt{1+\frac{a^2}{K^2}}\right].
\end{equation}
The second-order value is too large, and the excess grows with $a/K$.

\textbf{Q:} Could something else in the configuration be producing the splitting?

\textbf{A:} Delete the element $a$ between $T$ and $S$ and keep everything else: $T$ returns to $J-K$, level with $\Omega=\pm1$. This was also tested numerically on the full six-state matrix, built from real-orbital integrals, for all four molecules. The splitting vanished each time.

\section*{The other end: ω-ω coupling}

\textbf{Q:} What happens when $a$ is no longer small?

\textbf{A:} Use the determinants themselves as the basis. In the order $(D_2,D_1)$ the same block reads
\begin{equation}
H=\begin{pmatrix}J-a&-K\\-K&J+a\end{pmatrix}.
\end{equation}
Now spin-orbit coupling is diagonal and repulsion mixes. For $a\gg K$ the states are labelled by the occupied spinors: $(1/2)^2$ at $J-a$, $(1/2)(3/2)$ near $J$, and $(3/2)^2$ at $J+a$. The middle configuration holds $\Omega=1$ and $\Omega=2$, which repulsion separates by $K$. The correlation of levels is
\begin{align}
^3\Sigma^-(0^+)&\to(1/2)^2,&
^3\Sigma^-(1),\ {}^1\Delta(2)&\to(1/2)(3/2),\\
^1\Sigma^+(0^+)&\to(3/2)^2 .
\end{align}
The two $0^+$ levels never meet, since their separation $2\sqrt{K^2+a^2}$ is at least $2K$. In this limit
\begin{equation}
D=a\sqrt{1+\frac{K^2}{a^2}}-K=a-K+\frac{K^2}{2a}+\cdots ,
\end{equation}
which is linear in $a$: lifting one electron from $\pi_{1/2}$ to $\pi_{3/2}$ costs $a$, less the exchange energy $K$.

\textbf{Q:} How do I tell where a given molecule stands between the limits?

\textbf{A:} Write the ground state as $\cos\theta\,T-\sin\theta\,S$. Its energy is $J-K\cos2\theta-a\sin2\theta$, lowest when
\begin{equation}
\cos2\theta=\frac{K}{\sqrt{K^2+a^2}},\qquad
\sin2\theta=\frac{a}{\sqrt{K^2+a^2}} .
\end{equation}
The singlet weight is
\begin{equation}
w_S=\sin^2\theta=\frac12\left[1-\frac{K}{\sqrt{K^2+a^2}}\right].
\end{equation}
Since $D_2=(T-S)/\sqrt2$, the amplitude of $(1/2)^2$ is $(\cos\theta+\sin\theta)/\sqrt2$, and its weight is
\begin{equation}
w_{1/2}=\frac{1+\sin2\theta}{2}
=\frac12\left[1+\frac{a}{\sqrt{K^2+a^2}}\right].
\end{equation}
Between the limits $w_S$ runs from $0$ to $1/2$, and $w_{1/2}$ from $1/2$ to $1$. The $0^+$ component of a pure Λ-S triplet is already half $(1/2)^2$.

\section*{From oxygen to tellurium}

\textbf{Q:} Why must $D$ grow down the group? Both parameters change.

\textbf{A:} The derivatives decide the direction:
\begin{equation}
\frac{\partial D}{\partial a}=\frac{a}{\sqrt{K^2+a^2}}>0,\qquad
\frac{\partial D}{\partial K}=\frac{K}{\sqrt{K^2+a^2}}-1<0 .
\end{equation}
If $a$ rises and $K$ falls, both changes increase $D$. That they do so has to be computed.

\textbf{Q:} At what level?

\textbf{A:} A modest one. Each free atom is solved with four-component orbitals in a self-consistent spherical field, with a point nucleus and local exchange but no correlation. An atomic term $\zeta\,\mathbf l\cdot\mathbf s$ puts $p_{3/2}$ at $\zeta/2$ and $p_{1/2}$ at $-\zeta$, so their separation is $3\zeta/2$. For an atomic $p_\pi$ orbital, the part of this term that acts is $\zeta l_zs_z$. I carry this value over to the molecule unchanged and set $a=\zeta$; the last section estimates what that neglects. For oxygen the separation is $292.9$ cm$^{-1}$, hence $a=2(292.9)/3=195.3$ cm$^{-1}$.

For $K$ I average the large components of the two valence $p$ functions and form $\pi^*=(p_A-p_B)/\sqrt{2-2S_{AB}}$, where $S_{AB}$ is the overlap of the two atomic functions. The bond lengths $R$ are round inputs. Energies in the table are in cm$^{-1}$.

\begin{center}
\begin{tabular}{lccccc}
 & $R$/\AA & $a$ & $K$ & $D$ & $a^2/(2K)$\\
O$_2$ & 1.2 & 195 & 10642 & 1.79 & 1.79\\
S$_2$ & 1.9 & 453 & 6728 & 15.2 & 15.3\\
Se$_2$ & 2.2 & 2029 & 6154 & 326 & 335\\
Te$_2$ & 2.6 & 4287 & 5372 & 1501 & 1710
\end{tabular}
\end{center}

For oxygen, $195.3^2/(2\times10642)=1.79$ cm$^{-1}$. For tellurium,
\begin{equation}
D=\sqrt{5372^2+4287^2}-5372\approx1.50\times10^3\ \text{cm}^{-1}\approx0.19\ \text{eV}.
\end{equation}
The digits shown let you follow the arithmetic; they do not measure the accuracy of the model. A denser atomic basis and a finer grid move $a$ and $K$ by up to about $1.5$ cm$^{-1}$. The choice of radial function matters more: for Te$_2$, $K$ is about $5520$ cm$^{-1}$ from $p_{1/2}$ alone and about $5300$ cm$^{-1}$ from $p_{3/2}$ alone.

\textbf{Q:} So is the tellurium splitting second order or not?

\textbf{A:} Its origin is the same mixing, but second-order perturbation theory no longer gives its size well. The value $1710$ cm$^{-1}$ exceeds the model's own $D$ by 14\%, against 2.6\% for Se$_2$ and 0.1\% for S$_2$. With the tabulated parameters $a/K=0.80$, and Te$_2$ lies between the two coupling schemes: the model ground state is 11\% singlet and 81\% $(1/2)^2$. These weights belong to the uncorrelated $K$; the last section shows how far they move when the gap is correlated. In O$_2$ the singlet weight is only about $8\times10^{-5}$.

\textbf{Q:} Which parameter drives the growth?

\textbf{A:} Exchange them one at a time. The $a$ of Te$_2$ with the $K$ of O$_2$ gives $831$ cm$^{-1}$. The $a$ of O$_2$ with the $K$ of Te$_2$ gives $3.5$ cm$^{-1}$. Starting from $1.79$ cm$^{-1}$, the first change multiplies $D$ by about 460 and the second by about 2, so the growth of $a$ dominates.

Together they give a factor of about 840. The second-order law would have given $21.95^2/0.505\approx954$, from the ratios of $a$ and of $K$. The shortfall is the departure from that law in tellurium.

\section*{What the model leaves out}

\textbf{Q:} How badly could errors in $a$ and $K$ hurt you?

\textbf{A:} The relative sensitivities follow from the derivatives and $D=a^2/(\sqrt{K^2+a^2}+K)$:
\begin{align}
\frac{\partial\ln D}{\partial\ln a}
&=\frac{a^2}{D\sqrt{K^2+a^2}}
=1+\frac{K}{\sqrt{K^2+a^2}},\\
\frac{\partial\ln D}{\partial\ln K}
&=-\frac{K}{D}\,\frac{\sqrt{K^2+a^2}-K}{\sqrt{K^2+a^2}}
=-\frac{K}{\sqrt{K^2+a^2}} .
\end{align}
For O$_2$ these are close to $2$ and $-1$; for Te$_2$ they are $1.78$ and $-0.78$. A small relative error in $a$ is thus roughly doubled in $D$. This matters because $a$ was carried over from the free atom. The normalized orbital $\pi^*$ has weight $1/(2-2S_{AB})$ on each atom, and spin-orbit coupling acts mainly close to the nuclei. If the terms between the atoms are neglected, the two contributions add up to $a\approx\zeta/(1-S_{AB})$. With overlaps between $0.20$ and $0.25$, this raises $a$ by about a quarter to a third, and $D$ by a factor of about $1.8$ for O$_2$ and $1.5$ for Te$_2$. The table omits this factor. It is not a correction to apply by itself: in O$_2$ the neglected terms between the atoms and the missing spin-other-orbit interaction both lower $a$. Read the $D$ values in the table as a trend and not as predictions. Bonding also changes the shape of the atomic functions, and I have not computed that effect. Correlation also alters the gap that $2K$ represents here, and strongly. A small multiconfigurational calculation (eight electrons in six valence orbitals, double-zeta basis) puts $^1\Sigma^+$ only about $0.55$ to $0.65$ of the tabulated $2K$ above $^3\Sigma^-$: near $13600$ cm$^{-1}$ for O$_2$ and $6000$ cm$^{-1}$ for Te$_2$. Taking half of that gap for $K$, with the same $a$, raises $D$ by a factor of $1.5$ to $1.6$ in all four molecules, so the growth down the group is little changed. Te$_2$, however, moves to $a/K\approx1.4$, with about 21\% singlet and 91\% $(1/2)^2$.

\textbf{Q:} Is the measured splitting of O$_2$ then a test of your $1.79$ cm$^{-1}$?

\textbf{A:} Not by itself. The magnetic dipole interaction between the two spins also splits a $^3\Sigma$ term, already in first order, and it is absent here. Its scale is $\alpha^2/R^3$, with $\alpha$ the fine-structure constant, which is $1.0$ cm$^{-1}$ for O$_2$. This is an order of magnitude, not a computed contribution, but it is comparable with $D$. The bond length serves here only as a measure of the size of the valence orbitals. In the $\pi^{*2}$ triplet the largest terms have both electrons on the same atom, and the terms between the atoms have the opposite sign; with Hartree-Fock orbitals in a small basis the sum is about $1.5$ cm$^{-1}$ for O$_2$. For Te$_2$, with its larger $p$ orbitals, both that sum and the estimate $\alpha^2/R^3$ are about $0.1$ cm$^{-1}$, far below the spin-orbit splitting.

\textbf{Q:} Could other configurations reverse the order of $0^+$ and $1$?

\textbf{A:} The argument given here cannot exclude it in general. The transverse terms discarded within the shell connect $\pi$ with $\sigma$ orbitals, and so couple both components of the triplet to $\Pi$ states of other configurations. Those shifts need not be equal for $\Omega=0^+$ and $\Omega=1$. The same terms mix $\sigma$ character into $\pi_{1/2}$, and the two Kramers pairs then no longer share one spatial orbital. The rest of the Breit interaction, of which the spin-spin term above is one part, is missing as well. What has been shown is the ordering and the growth within one $\pi^2$ configuration, with the computed $a$ and $K$. The numerical output gives the remaining levels and weights.

\section*{Calculated quantities}
\begin{verbatim}
Dirac-Slater atoms, LCAO pi*, one configuration; energies in cm^-1
hydrogenic Z=52 2p separation: 2936302, formula 2936311
O2: bond length 1.2 angstrom, pi overlap S 0.2523
  atomic p3/2-p1/2 292.9, a = zeta 195.3
  Pauli expectation / zeta 1.0012
  K 10642, separated-atom K 8452, a/K 0.01835
  Lambda-S terms above triplet: Delta 10642, Sigma+ 21285
  levels above X0+: 1 1.791, 2 10644.2, 0+ 21288.4
  splitting D 1.791, a^2/(2K) 1.792, ratio 1.00008
  ground 0+: singlet weight 8.415e-05, (1/2)^2 weight 0.5092
S2: bond length 1.9 angstrom, pi overlap S 0.2477
  atomic p3/2-p1/2 679.6, a = zeta 453.1
  Pauli expectation / zeta 1.0063
  K 6728, separated-atom K 5582, a/K 0.06734
  Lambda-S terms above triplet: Delta 6728, Sigma+ 13457
  levels above X0+: 1 15.238, 2 6743.5, 0+ 13487.1
  splitting D 15.238, a^2/(2K) 15.255, ratio 1.00113
  ground 0+: singlet weight 1.130e-03, (1/2)^2 weight 0.5336
Se2: bond length 2.2 angstrom, pi overlap S 0.2169
  atomic p3/2-p1/2 3044.1, a = zeta 2029.4
  Pauli expectation / zeta 1.0371
  K 6154, separated-atom K 5196, a/K 0.32978
  Lambda-S terms above triplet: Delta 6154, Sigma+ 12308
  levels above X0+: 1 325.993, 2 6479.8, 0+ 12959.6
  splitting D 325.993, a^2/(2K) 334.628, ratio 1.02649
  ground 0+: singlet weight 2.515e-02, (1/2)^2 weight 0.6566
Te2: bond length 2.6 angstrom, pi overlap S 0.1968
  atomic p3/2-p1/2 6429.8, a = zeta 4286.5
  Pauli expectation / zeta 1.1151
  K 5372, separated-atom K 4600, a/K 0.79787
  Lambda-S terms above triplet: Delta 5372, Sigma+ 10745
  levels above X0+: 1 1500.513, 2 6873.0, 0+ 13745.9
  splitting D 1500.513, a^2/(2K) 1710.057, ratio 1.13965
  ground 0+: singlet weight 1.092e-01, (1/2)^2 weight 0.8118
power of a in D at weak coupling: 1.9973
coefficient of a^4/K^3 at weak coupling: -0.1244
D/K at a/K = 20: 19.0250
D with a of Te2 and K of O2: 830.8
D with a of O2 and K of Te2: 3.548
growth O2 to Te2: a x21.95, K x0.505, D x838
spin-spin scale alpha^2/R^3 for O2: 1.00
\end{verbatim}
